# Untruncated Anderson Acceleration and GMRES for a Linear Fixed-Point Map: verification in Python

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
# Walker-Ni theorem. Map G(x) = A x + b, M = I - A nonsingular, r(x) = G(x) - x = b - M x.
# Untruncated Anderson: alpha minimises |sum alpha_i r(x_i)| with sum alpha_i = 1,
#   xbar_k = sum alpha_i x_i, x_{k+1} = sum alpha_i [(1-beta_k) x_i + beta_k G(x_i)].
# GMRES: xg_k minimises |b - M x| over x_0 + K_k, K_k = span{r_0, ..., M^(k-1) r_0},
#   r_k = r(xg_k), theta_j = |r_j|/|r_{j-1}|; both methods use the norm |v|^2 = v^T W v.
# Claim: if r_{k-1} != 0 and theta_j < 1 for j < k, then xbar_k = xg_k and
#   x_{k+1} = xg_k + beta_k r_k (= G(xg_k) for beta_k = 1). Lemma: the projection of r_j
#   on K_j is theta_j^2 r_{j-1}, so dist(r_j, K_j)^2 = |r_j|^2 (1 - theta_j^2).
# Example: linearised RHF/6-31G SCF map of water in an electric field.
import random
import numpy as np
import sympy as sp
import scipy.linalg as sla
from scipy import constants as const
from pyscf import gto
from pyscf.scf import hf

hf.MUTE_CHKFILE = True
Q = sp.Rational


def anderson_exact(A, b, x0, steps, betas, W, depth=None):
    xs, bars, alphas, nfree = [x0], [], [], []
    for k in range(steps + 1):
        lo = 0 if depth is None else max(0, k - depth)
        X = sp.Matrix.hstack(*xs[lo:])
        GX = sp.Matrix.hstack(*[A * x + b for x in xs[lo:]])
        F = GX - X
        m = X.cols
        bordered = sp.zeros(m + 1, m + 1)
        bordered[:m, :m] = F.T * W * F
        for i in range(m):
            bordered[i, m] = 1
            bordered[m, i] = 1
        rhs = sp.zeros(m + 1, 1)
        rhs[m, 0] = 1
        sol, free = bordered.gauss_jordan_solve(rhs)
        al = sol[:m, :]
        bars.append((X * al).applyfunc(sp.expand))
        xs.append(((1 - betas[k]) * X * al + betas[k] * GX * al).applyfunc(sp.expand))
        alphas.append(al)
        nfree.append(free.shape[0])
    return xs, bars, alphas, nfree


def krylov_exact(M, r0, k):
    cols = [r0]
    for _ in range(k - 1):
        cols.append(M * cols[-1])
    return sp.Matrix.hstack(*cols)


def gmres_exact(M, b, x0, k, W):
    if k == 0:
        return x0
    r0 = b - M * x0
    K = krylov_exact(M, r0, k)
    MK = M * K
    return x0 + K * (MK.T * W * MK).LUsolve(MK.T * W * r0)


# ---- exact rational tests on a non-contractive 5x5 map ----
rnd = random.Random(11)
n = 5
A = sp.Matrix(n, n, lambda i, j: Q(rnd.randint(-9, 9), 4))
b = sp.Matrix(n, 1, lambda i, j: rnd.randint(-9, 9))
x0 = sp.Matrix(n, 1, lambda i, j: rnd.randint(-9, 9))
L = sp.Matrix(n, n, lambda i, j: rnd.randint(-2, 2))
I5 = sp.eye(n)
M = I5 - A
assert M.det() != 0
rho5 = max(abs(np.linalg.eigvals(np.array(A.tolist(), dtype=float))))
assert rho5 > 1
Wgt = L.T * L + I5
ones = [sp.Integer(1)] * (n + 1)
varied = [Q(1, 2), Q(-2), Q(3), Q(1, 3), Q(-1, 5), Q(2)]
for W in (I5, Wgt):
    xg = [gmres_exact(M, b, x0, k, W) for k in range(n + 1)]
    rg = [b - M * x for x in xg]
    sq = [(r.T * W * r)[0] for r in rg]
    assert all(sq[j] < sq[j - 1] for j in range(1, n + 1)) and sq[n - 1] > 0 and sq[n] == 0
    for j in range(1, n):
        K = krylov_exact(M, rg[0], j)
        assert K * (K.T * W * K).LUsolve(K.T * W * rg[j]) == (sq[j] / sq[j - 1]) * rg[j - 1]
    for betas in (ones, varied):
        xs, bars, alphas, nfree = anderson_exact(A, b, x0, n, betas, W)
        assert nfree == [0] * (n + 1)
        for k in range(n + 1):
            assert bars[k] == xg[k]
            assert xs[k + 1] == xg[k] + betas[k] * rg[k]
            assert b - M * xs[k + 1] == (I5 - betas[k] * M) * rg[k]
            if betas[k] == 1:
                assert xs[k + 1] == A * xg[k] + b
        D = sp.Matrix.hstack(*[x - x0 for x in xs[1:n + 1]])
        gram = [(D[:, :j].T * W * D[:, :j]).det() for j in range(1, n + 1)]
        for j in range(1, n):
            assert gram[j] / gram[j - 1] == betas[j] ** 2 * sq[j] * (1 - sq[j] / sq[j - 1])
# the identity fails for truncated history and for mismatched norms
assert anderson_exact(A, b, x0, 2, ones, I5, depth=1)[1][2] != gmres_exact(M, b, x0, 2, I5)
assert anderson_exact(A, b, x0, 1, ones, Wgt)[1][1] != gmres_exact(M, b, x0, 1, I5)
print(f"rational 5x5 test: spectral radius of A = {rho5:.3f} (dimensionless)")


# ---- stagnation at the second step, and near-stagnation ----
def small_matrix(eps):
    return sp.Matrix([[1, 1, 0], [1, 1 + eps, 3], [0, 1, 1]])


I3, e1, z3 = sp.eye(3), sp.Matrix([1, 0, 0]), sp.zeros(3, 1)
Ms = small_matrix(0)
xg = [gmres_exact(Ms, e1, z3, k, I3) for k in range(4)]
sq = [(e1 - Ms * x).dot(e1 - Ms * x) for x in xg]
assert sq[0] > sq[1] == sq[2] > sq[3] == 0
xs, bars, alphas, nfree = anderson_exact(I3 - Ms, e1, z3, 5, [1] * 6, I3)
assert bars[1] == xg[1] and bars[2] == xg[2] and xs[3] == xs[2]
assert all(bars[k] == xg[2] for k in range(2, 6)) and bars[3] != xg[3] and nfree[3] > 0
bars_v = anderson_exact(I3 - Ms, e1, z3, 5, varied, I3)[1]
assert all(bars_v[k] == xg[2] for k in range(2, 6))
print("3x3, eps=0 (dimensionless): det M =", Ms.det(), "; GMRES |r_k|^2, k=0..3 =", sq)
print("3x3, eps=0: Anderson x_1, x_2, x_3 =", [list(x) for x in xs[1:4]])
print("3x3, eps=0: frozen xbar =", list(bars[5]), "; solution =", list(xg[3]))
for eps in (Q(1, 10), Q(1, 100), Q(1, 1000)):
    Me = small_matrix(eps)
    _, bars, alphas, _ = anderson_exact(I3 - Me, e1, z3, 3, [1] * 4, I3)
    assert bars[3] == Me.LUsolve(e1)
    assert alphas[3][3] == (2 + eps ** 2) / (eps * (eps - 3))
    print(f"3x3, eps={eps}: last coefficient alpha_3 = {float(alphas[3][3]):.4f}")

# ---- water, RHF/6-31G, linearised SCF map in a field along the C2 axis ----
a0 = const.physical_constants['Bohr radius'][0]
Eh = const.physical_constants['Hartree energy'][0]
e = const.e
bond, angle, field = 96e-12, 105.0, 1.0e9
sy = bond * np.sin(np.radians(angle / 2)) / a0
sz = bond * np.cos(np.radians(angle / 2)) / a0
mol = gto.M(atom=[['O', (0, 0, 0)], ['H', (0, sy, sz)], ['H', (0, -sy, sz)]],
            unit='Bohr', basis='6-31g', verbose=0)
zao = mol.intor('int1e_r')[2]
h0 = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
S = mol.intor('int1e_ovlp')
field_au = e * field * a0 / Eh


def run_rhf(strength):
    mf = hf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-9, 200
    mf.get_hcore = lambda *args: h0 + strength * zao
    mf.kernel()
    assert mf.converged
    return mf


mf = run_rhf(0.0)
no = mol.nelectron // 2
C = mf.mo_coeff
Co, Cv = C[:, :no], C[:, no:]
nv = Cv.shape[1]
dim = no * nv
eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), C, C, C, C, optimize=True) * Eh
o, v = slice(0, no), slice(no, None)
kernel = (4 * eri[v, o, v, o] - eri[v, v, o, o].transpose(0, 2, 1, 3)
          - eri[v, o, v, o].transpose(0, 3, 2, 1)).reshape(dim, dim)
gaps = ((mf.mo_energy[v, None] - mf.mo_energy[None, o]) * Eh).ravel()
zvo = (Cv.T @ zao @ Co).ravel() * a0
Aw = -kernel / gaps[:, None]
bw = -e * field * zvo / gaps
Mw = np.eye(dim) - Aw
assert np.linalg.svd(Mw, compute_uv=False).min() > 1e-3


def scf_cycle(U, strength):
    dD = 2 * Cv @ U.reshape(nv, no) @ Co.T
    dm = 2 * Co @ Co.T + dD + dD.T
    Cn = sla.eigh(h0 + strength * zao + mf.get_veff(mol, dm), S)[1][:, :no]
    return (Cv.T @ S @ Cn @ Cn.T @ S @ Co).ravel()


# central difference of a true SCF cycle; its error is second order in the step
probe = 1e-3 * np.random.default_rng(3).standard_normal(dim)
t = 0.1
fd = (scf_cycle(t * probe, t * field_au) - scf_cycle(-t * probe, -t * field_au)) / (2 * t)
lin_err = np.linalg.norm(fd - Aw @ probe - bw) / np.linalg.norm(fd)
assert lin_err < 1e-5


def anderson_float(steps, beta):
    xs, bars, res, alphas = [np.zeros(dim)], [], [], []
    for k in range(steps + 1):
        X = np.array(xs).T
        GX = Aw @ X + bw[:, None]
        F = GX - X
        al = np.ones(1)
        if k > 0:
            dF = np.diff(F, axis=1)
            scale = np.linalg.norm(dF, axis=0)
            gam = np.linalg.lstsq(dF / scale, F[:, -1], rcond=None)[0] / scale
            al = np.diff(np.concatenate(([0.0], gam, [1.0])))
        bars.append(X @ al)
        res.append(np.linalg.norm(F @ al))
        alphas.append(al)
        xs.append((1 - beta) * X @ al + beta * GX @ al)
    return xs, bars, res, alphas


def gmres_arnoldi(steps):
    norm0 = np.linalg.norm(bw)
    V, H, out = [bw / norm0], np.zeros((steps + 1, steps)), [np.zeros(dim)]
    for j in range(steps):
        w = Mw @ V[j]
        for _ in range(2):
            for i in range(j + 1):
                c = V[i] @ w
                H[i, j] += c
                w = w - c * V[i]
        H[j + 1, j] = np.linalg.norm(w)
        V.append(w / H[j + 1, j])
        rhs = np.zeros(j + 2)
        rhs[0] = norm0
        y = np.linalg.lstsq(H[:j + 2, :j + 1], rhs, rcond=None)[0]
        out.append(np.array(V[:j + 1]).T @ y)
    return out


def polarizability(U):
    return -4 * e * (U @ zvo) / field


kmax = 7
xstar = np.linalg.solve(Mw, bw)
nstar = np.linalg.norm(xstar)
xg = gmres_arnoldi(kmax)
rg = [bw - Mw @ x for x in xg]
nr = [np.linalg.norm(r) for r in rg]
xs, bars, res, alphas = anderson_float(kmax, 1.0)
bars_half = anderson_float(kmax, 0.5)[1]
new_dir = abs(np.diag(np.linalg.qr(np.diff(np.array(xs).T, axis=1))[1]))
print(f"water: O-H = {bond:.3e} m, angle = {angle:.1f} deg, field = {field:.2e} V/m")
print(f"RHF energy = {mf.e_tot * Eh:.6e} J, smallest orbital gap = {gaps.min():.5e} J")
print(f"occupied = {no}, virtual = {nv}, dimension = {dim}")
print(f"spectral radius of A = {max(abs(np.linalg.eigvals(Aw))):.4f}, cond(M) = {np.linalg.cond(Mw):.3f}")
print(f"linear map vs finite-difference SCF cycle: rel. error = {lin_err:.1e}")
Mr0 = Mw @ bw
assert abs(alphas[1][1] - bw @ Mr0 / (Mr0 @ Mr0)) < 1e-10
print(f"|r0| = {nr[0]:.6e}, r0.M r0 = {bw @ Mr0:.6e}, |M r0|^2 = {Mr0 @ Mr0:.6e}, |U*| = {nstar:.6e}")
for k in (1, 2, 3):
    print(f"alpha^({k}) =", " ".join(f"{a:.6f}" for a in alphas[k]))
print("k, |r_k| GMRES, |sum alpha f|, theta_k, |r| plain, new direction (all dimensionless), alpha_zz (C^2 m^2/J)")
plain = np.zeros(dim)
worst_bar = worst_next = worst_beta = 0.0
for k in range(1, kmax + 1):
    plain = Aw @ plain + bw
    r_plain = np.linalg.norm(bw - Mw @ plain)
    theta = nr[k] / nr[k - 1]
    assert theta < 1 and nr[k] <= r_plain * (1 + 1e-10)
    d_bar = np.linalg.norm(bars[k] - xg[k])
    d_next = np.linalg.norm(xs[k + 1] - (Aw @ xg[k] + bw))
    d_beta = np.linalg.norm(bars_half[k] - xg[k])
    d_max = max(d_bar, d_next, d_beta)
    assert d_max < 1e-9 * nstar and d_max < 1e-3 * np.linalg.norm(xg[k] - xg[k - 1])
    assert abs(res[k] - nr[k]) < 1e-5 * nr[k]
    assert np.linalg.norm(bw - Mw @ xs[k + 1] - Aw @ rg[k]) < 1e-4 * nr[k]
    assert abs(new_dir[k] - nr[k] * np.sqrt(1 - theta ** 2)) < 1e-5 * nr[k]
    worst_bar, worst_next = max(worst_bar, d_bar), max(worst_next, d_next)
    worst_beta = max(worst_beta, d_beta)
    print(f"{k} {nr[k]:.5e} {res[k]:.5e} {theta:.4f} {r_plain:.3e} {new_dir[k]:.5e} {polarizability(bars[k]):.6e}")
print(f"max |xbar - xg|/|U*| = {worst_bar / nstar:.1e}; with beta = 0.5: {worst_beta / nstar:.1e}")
print(f"max |x_next - G(xg)|/|U*| = {worst_next / nstar:.1e}")

# finite-field RHF dipole; the central difference keeps an error of order field^2
dip = [-e * a0 * np.sum(run_rhf(s * field_au).make_rdm1() * zao) for s in (1, -1)]
alpha_ff = (dip[0] - dip[1]) / (2 * field)
alpha_lin = polarizability(xstar)
assert abs(alpha_ff / alpha_lin - 1) < 1e-4
print(f"induced dipole at fixed point = {alpha_lin * field:.6e} C m")
print(f"alpha_zz fixed point = {alpha_lin:.6e} C^2 m^2/J, finite field = {alpha_ff:.6e} C^2 m^2/J")
print(f"polarizability volume alpha_zz/(4 pi eps0) = {alpha_lin / (4 * np.pi * const.epsilon_0):.5e} m^3")
print("every check passed")
```

Output:

```
rational 5x5 test: spectral radius of A = 2.934 (dimensionless)
3x3, eps=0 (dimensionless): det M = -3 ; GMRES |r_k|^2, k=0..3 = [1, 1/2, 1/2, 0]
3x3, eps=0: Anderson x_1, x_2, x_3 = [[1, 0, 0], [1, -1/2, 0], [1, -1/2, 0]]
3x3, eps=0: frozen xbar = [1/2, 0, 0] ; solution = [2/3, 1/3, -1/3]
3x3, eps=1/10: last coefficient alpha_3 = -6.9310
3x3, eps=1/100: last coefficient alpha_3 = -66.8930
3x3, eps=1/1000: last coefficient alpha_3 = -666.8893
water: O-H = 9.600e-11 m, angle = 105.0 deg, field = 1.00e+09 V/m
RHF energy = -3.312714e-16 J, smallest orbital gap = 3.07030e-18 J
occupied = 5, virtual = 8, dimension = 40
spectral radius of A = 0.5917, cond(M) = 3.436
linear map vs finite-difference SCF cycle: rel. error = 1.2e-07
|r0| = 1.770339e-03, r0.M r0 = 2.526358e-06, |M r0|^2 = 2.208758e-06, |U*| = 2.497331e-03
alpha^(1) = -0.143791 1.143791
alpha^(2) = -0.175295 0.338852 0.836443
alpha^(3) = 0.067977 -0.180205 -0.302412 1.414641
k, |r_k| GMRES, |sum alpha f|, theta_k, |r| plain, new direction (all dimensionless), alpha_zz (C^2 m^2/J)
1 4.94446e-04 4.94446e-04 0.2793 5.387e-04 4.74770e-04 6.173606e-41
2 1.21477e-04 1.21477e-04 0.2457 2.902e-04 1.17753e-04 7.278655e-41
3 1.81264e-05 1.81264e-05 0.1492 1.186e-04 1.79235e-05 7.249506e-41
4 2.00616e-06 2.00616e-06 0.1107 7.532e-05 1.99383e-06 7.249626e-41
5 2.34542e-07 2.34542e-07 0.1169 3.685e-05 2.32933e-07 7.249329e-41
6 2.54193e-08 2.54193e-08 0.1084 2.336e-05 2.52696e-08 7.249305e-41
7 1.61455e-09 1.61455e-09 0.0635 1.254e-05 1.61129e-09 7.249302e-41
max |xbar - xg|/|U*| = 4.4e-15; with beta = 0.5: 6.9e-15
max |x_next - G(xg)|/|U*| = 1.4e-15
induced dipole at fixed point = 7.249302e-32 C m
alpha_zz fixed point = 7.249302e-41 C^2 m^2/J, finite field = 7.249415e-41 C^2 m^2/J
polarizability volume alpha_zz/(4 pi eps0) = 6.51535e-31 m^3
every check passed
```
